# Film thickness from a small Lambertian source above a flat substrate

## The decision: how far away to put the wafer

A wafer of radius \(b\) is to be coated from a small effusion cell. Moving it away from the cell makes the film more uniform, but the growth rate averaged over the wafer falls and more metal misses the wafer. Choosing the distance \(h\) requires the thickness \(d(r)\) at radius \(r\). For a small Lambertian source parallel to the substrate it is

\[
\frac{d(r)}{d(0)}=\left(1+\frac{r^2}{h^2}\right)^{-2}.
\]

Here \(r\) is measured from the foot of the perpendicular dropped from the source onto the substrate plane. The source is small compared with \(h\), atoms fly in straight lines without collisions, and nothing moves during deposition. The sticking probability and film density are the same everywhere, and atoms neither re-evaporate nor migrate over distances comparable with \(r\). Thickness is then proportional to the arrival rate per area \(J(r)\), so the task is to find \(J\).

## Simple case: equal emission in all directions

Let a point source send \(N\) atoms per second uniformly into the half space facing the substrate. That half space has solid angle \(2\pi\), so the rate per solid angle is \(N/(2\pi)\).

A substrate element \(dS\) at radius \(r\) lies at distance \(R=\sqrt{r^2+h^2}\) from the source. If the ray meets the substrate at angle \(\varphi\) to its normal, the element shows the source an area \(\cos\varphi\,dS\) and subtends

\[
d\Omega=\frac{\cos\varphi\,dS}{R^2},\qquad \cos\varphi=\frac hR .
\]

Multiplying by the emission rate and dividing by \(dS\),

\[
J_{\rm iso}(r)=\frac{N}{2\pi}\frac{h}{R^3}
=\frac{N}{2\pi h^2}\left(1+\frac{r^2}{h^2}\right)^{-3/2}.
\]

Limit: an infinite plane must catch every atom. Indeed,

\[
\int_0^\infty J_{\rm iso}\,2\pi r\,dr
=Nh\int_0^\infty\frac{r\,dr}{(r^2+h^2)^{3/2}}
=Nh\left[-\frac{1}{\sqrt{r^2+h^2}}\right]_0^\infty=N .
\]

Three powers of \(h/R\) are present: two from distance and one from oblique arrival. The fourth must come from the source.

## Generalization: emission from an aperture

Take a vapour in equilibrium at temperature \(T\), with number density \(n\) and atomic mass \(m\), behind an aperture of area \(A\) in a thin wall. Its velocity distribution is

\[
f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/(2kT)} .
\]

Atoms with velocity \(\mathbf v\) that cross the aperture during \(dt\) come from a slanted cylinder of base \(A\) and height \(v_z\,dt=v\cos\theta\,dt\), where \(\theta\) is measured from the aperture normal. With \(d^3v=v^2\,dv\,d\Omega\), the rate into \(d\Omega\) is

\[
dN=A\cos\theta\,d\Omega\int_0^\infty v^3 f(v)\,dv .
\]

The integral does not depend on direction, because the gas is isotropic. The factor \(\cos\theta\) is the projected area of the aperture. To normalize, use

\[
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi,
\qquad\text{so}\qquad
\frac{dN}{d\Omega}=\frac N\pi\cos\theta .
\]

This is Lambertian emission. The total rate is \(N=\Phi A\), where \(\Phi\) is the flux through unit area:

\[
\Phi=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/(2kT)}dv_z
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}} .
\]

The last step uses \(p=nkT\).

The source and substrate planes are parallel, so their normals make the same angle with the ray: \(\cos\theta=\cos\varphi=h/R\). Therefore

\[
J(r)=\frac N\pi\cos\theta\,\frac{\cos\varphi}{R^2}
=\frac{N}{\pi}\frac{h^2}{R^4}
=\frac{N}{\pi h^2}\left(1+\frac{r^2}{h^2}\right)^{-2}.
\]

Division by \(J(0)=N/(\pi h^2)\) gives the stated thickness law.

Near the centre, \((1+y)^{-2}\approx1-2y\) gives \(d/d(0)\approx1-2r^2/h^2\). Far out, \(J\approx Nh^2/(\pi r^4)\), whereas the isotropic source gives a slower \(r^{-3}\) fall.

## The same result without angles

An atom leaving the origin lands at

\[
x=h\frac{v_x}{v_z},\qquad y=h\frac{v_y}{v_z}.
\]

At fixed \(v_z\), this means \(dv_x\,dv_y=(v_z/h)^2dx\,dy\). Also \(v^2=v_z^2(1+r^2/h^2)\). Including the crossing factor \(Av_z\), the landing rate per area is

\[
J=\frac{An}{h^2}\left(\frac{m}{2\pi kT}\right)^{3/2}
\int_0^\infty v_z^3e^{-\alpha v_z^2}dv_z,
\qquad
\alpha=\frac{m}{2kT}\left(1+\frac{r^2}{h^2}\right).
\]

The integral equals \(1/(2\alpha^2)\), hence

\[
J=\frac{An}{h^2}\left(\frac{m}{2\pi kT}\right)^{3/2}
\frac{2(kT/m)^2}{(1+r^2/h^2)^2}
=\frac{An}{\pi h^2}\sqrt{\frac{kT}{2\pi m}}
\left(1+\frac{r^2}{h^2}\right)^{-2}.
\]

Since \(n\sqrt{kT/(2\pi m)}=\Phi\), the prefactor is again \(N/(\pi h^2)\).

This route can be tested by counting. Two million random Maxwell velocities were projected to the plane, weighted by \(v_z\), and sorted into six rings between \(r/h=0\) and 2.5. The largest deviation from the law was 2.2 standard errors. Without the weight, the same velocities represent an isotropic source; they followed the power \(-3/2\) within 1.9 standard errors and missed the power \(-2\) by up to 350. The count therefore distinguishes the two emission laws.

## From a point on the wafer to the whole wafer

The rate collected inside radius \(b\) follows from the substitution \(s=1+r^2/h^2\), \(ds=2r\,dr/h^2\):

\[
\int_0^bJ\,2\pi r\,dr
=N\int_1^{1+b^2/h^2}\frac{ds}{s^2}
=N\frac{b^2}{b^2+h^2}.
\]

As \(b\to\infty\) this tends to \(N\), as it must. Dividing by \(\pi b^2J(0)=Nb^2/h^2\) gives the mean thickness relative to the centre:

\[
\frac{\bar d}{d(0)}=\frac{1}{1+b^2/h^2}.
\]

Now allow an edge loss \(u=1-d(b)/d(0)\). Then \(1+b^2/h^2=(1-u)^{-1/2}\), and

\[
h=\frac{b}{\sqrt{(1-u)^{-1/2}-1}}.
\]

For small \(u\), \((1-u)^{-1/2}-1\approx u/2\), so \(h\approx b\sqrt{2/u}\). The central arrival rate becomes

\[
J(0)=\frac{N}{\pi h^2}\approx\frac{Nu}{2\pi b^2}.
\]

With \(N\) and \(b\) held fixed, halving a small permitted edge loss therefore halves the growth rate.

There is also a limit to what a shorter distance can gain. At a fixed radius \(r\), \(J\propto h^2/(h^2+r^2)^2\), and

\[
\frac{dJ}{dh}\propto\frac{2h(r^2-h^2)}{(h^2+r^2)^3}.
\]

The rate at that radius is greatest at \(h=r\). Bringing the wafer closer than \(h=b\) still raises the centre rate but lowers the edge rate.

## Worked example: gold on a 100 mm wafer

Take \(b=50\) mm, \(h=200\) mm and a circular aperture of radius \(a=5\) mm. The cell contains gold vapour at 1530 K and \(1\times10^{-3}\) Torr, a rough typical pairing. The film density is taken as roughly 19.3 g/cm³.

At the wafer edge \(r/h=0.25\), so

\[
\frac{d(b)}{d(0)}=(1+0.0625)^{-2}=0.886 .
\]

The edge is 11.4% thinner than the centre. The near-centre formula would give \(2(0.25)^2=12.5\%\), so its next term already matters here. The mean thickness is \(1/1.0625=0.941\) of the central value. Half the central thickness is reached where \(1+r^2/h^2=\sqrt2\), at \(r=129\) mm.

For the absolute rate, the aperture flux is \(\Phi=6.40\times10^{16}\) atoms/(cm² s). Multiplication by the aperture area \(\pi(0.5\ \text{cm})^2\) gives \(N=5.03\times10^{16}\) atoms/s, or 59 mg of gold per hour. The film contains \(n_{\rm film}=5.90\times10^{22}\) atoms/cm³. With unit sticking, the central growth rate is

\[
\frac{J(0)}{n_{\rm film}}
=\frac{\Phi}{n_{\rm film}}\frac{a^2}{h^2}
=\frac{6.40\times10^{16}}{5.90\times10^{22}}
\left(\frac{5}{200}\right)^2\frac{\text{cm}}{\text{s}}
=0.0068\ \text{nm/s}.
\]

This is 0.41 nm/min. A central thickness of 20 nm takes about 49 minutes, and the edge then has 17.7 nm. Only 5.9% of the emitted gold reaches the wafer.

If the edge loss must be 1%, the distance becomes 704 mm. At the same cell temperature and aperture, the central rate falls by \((704/200)^2=12.4\), so the 20 nm film would take about ten hours. This is the price of uniformity obtained by distance alone.

## Generalization: an aperture of finite size

Let \(\mathbf s\) run over the aperture and \(\boldsymbol\rho\) be the substrate position. Each element contributes the point-source law at lateral separation \(|\boldsymbol\rho-\mathbf s|\). Expand \(J\) to second order in \(\mathbf s\) and average over the disc. The linear term vanishes by symmetry, and \(\langle s_x^2\rangle=\langle s_y^2\rangle=a^2/4\), so

\[
\langle J\rangle\approx J+\frac{a^2}{8}\nabla^2J .
\]

With \(g=(h^2+r^2)^{-2}\),

\[
\nabla^2g=\frac1r\frac{d}{dr}\left[-\frac{4r^2}{(h^2+r^2)^3}\right]
=\frac{16r^2-8h^2}{(h^2+r^2)^4}.
\]

Dividing by \(g\) gives the relative correction

\[
\frac{\langle J\rangle-J}{J}\approx
a^2\frac{2r^2-h^2}{(h^2+r^2)^2}.
\]

It vanishes as \(a\to0\). At the centre it equals \(-a^2/h^2\), or \(-0.06\%\) here. The edge-to-centre ratio changes by only \(+0.014\%\) of itself, so the source is small enough for this purpose.

## Generalization: a tilted source

Tilt the source by \(\beta\) in the \(xz\) plane and let \(r\) be a signed coordinate along \(x\). The source normal is \((\sin\beta,0,\cos\beta)\), and the ray direction is \((r,0,h)/R\). Their scalar product gives

\[
\cos\theta=\frac{r\sin\beta+h\cos\beta}{R}.
\]

The arrival angle is unchanged. Hence, wherever \(\cos\theta>0\),

\[
\frac{d(r)}{d(0)}=\left(1+\frac rh\tan\beta\right)
\left(1+\frac{r^2}{h^2}\right)^{-2}.
\]

The limit \(\beta=0\) restores the original law. A tilt of 2° changes the edge-to-centre ratio by \(0.25\tan2^\circ=0.87\%\) of itself, upward on one side and downward on the other. This is small beside the 11.4% edge loss at 200 mm. At 704 mm, where the edge loss is 1%, the same tilt changes the ratio by \((50/704)\tan2^\circ=0.25\%\), a quarter of that loss.

## Where Lambertian emission fails: a lip or a recessed melt

The cosine law assumed a thin wall. Suppose instead that the emitting surface is a disc of radius \(a\) at depth \(L\) below an opening of the same radius. For nearly parallel rays at angle \(\theta\), the opening is displaced by \(L\tan\theta\) relative to the emitting disc. Direct atoms escape from the overlap of two equal circles.

Define \(q=L\tan\theta/(2a)\). For \(q\le1\), the overlap consists of two circular segments, each with half-angle \(\arccos q\) and area \(a^2(\arccos q-q\sqrt{1-q^2})\). Division by \(\pi a^2\) gives the unshadowed fraction

\[
F=\frac2\pi\left(\arccos q-q\sqrt{1-q^2}\right).
\]

For small \(q\), \(F\approx1-4q/\pi\), which tends to 1 for a thin lip.

At the wafer edge \(\tan\theta=0.25\). A lip of 0.5 mm gives \(q=0.0125\) and \(F=0.984\). A melt recessed by 20 mm gives \(q=0.5\) and \(F=0.391\). Tracing rays to the edge with the opening at the real distance of 200 mm gives visible area fractions of 0.986 and 0.459. The second value is larger because the rays converge on the substrate point: projected back to the melt, the opening has radius \(a(1+L/h)=5.5\) mm instead of 5 mm.

These fractions count direct atoms only. A hot wall re-emits atoms that strike it; this can restore much of the loss at the edge and adds flux at the centre as well, so 0.459 is not the total flux relative to an unshadowed source and overstates the net loss. A direct loss this large means that the recessed cell cannot be assumed Lambertian; its profile has to be found with re-emission included.

## Where free flight fails: collisions

The on-axis density outside the aperture follows from the solid angle through which vapour atoms can arrive. At height \(z\) this is \(2\pi(1-z/\sqrt{z^2+a^2})\), out of \(4\pi\) inside the gas. Thus

\[
n(z)=\frac n2\left(1-\frac{z}{\sqrt{z^2+a^2}}\right),
\qquad
\int_0^\infty n(z)\,dz
=\frac n2\left[z-\sqrt{z^2+a^2}\right]_0^\infty=\frac{na}{2}.
\]

For hard spheres of diameter \(d_c\), the mean free path in the cell is \(\lambda=1/(\sqrt2\pi d_c^2n)\). Using the same collision rate in the beam gives about \(a/(2\lambda)\) collisions per atom. This is good only to about a factor of two: relative velocities in the beam are lower than in the cell, which reduces the count, while the effective diameter \(d_c\) is itself uncertain.

With a rough \(d_c=0.30\) nm, \(\lambda\) is about 0.4 m, or 40 aperture diameters, and the estimate is 0.6%. Raising the pressure tenfold, which for gold takes a cell roughly 140 K hotter, would raise the growth rate nearly tenfold (\(\Phi\propto p/\sqrt T\)) but also bring the estimate to about 6%.

For residual nitrogen at a rough \(10^{-6}\) Torr and 300 K, a gold–nitrogen collision diameter of roughly 0.35 nm gives a mean free path of about 50 m. About 0.4% of the atoms are scattered over 200 mm, and about 1.4% over 704 mm. Weak scattering does not guarantee a clean film: at this pressure nitrogen strikes the wafer at about \(4\times10^{14}\) molecules/(cm² s), roughly ten times the gold arrival rate at the centre. Nitrogen hardly sticks to gold, but a reactive metal, or a residual gas that sticks, would call for a better vacuum or a faster rate. Gravity changes \(v_z\) by a fraction of order \(gh/v^2\approx10^{-5}\) at the mean gold speed of 406 m/s, where \(g\) is the gravitational acceleration.

## Reading the result beside a real cell

The absolute rate inherits the uncertainty of the vapour pressure; the relative profile does not while the assumptions hold. At 20 nm, "thickness" means deposited mass per area divided by the assumed density, since a real thin gold film may be rough or porous. Of the departures sized here, a deeply recessed melt is the largest: it removes about 54% of the direct flux at the edge before wall re-emission is counted. For a thin-lipped, aligned cell at this pressure and at 200 mm, the estimated corrections are of order 1% or less, and the 11% edge loss is mainly geometrical. The numerical output lists the profile at further radii.

## Computed results

```
ring count, Lambertian: worst dev. 2.2 std errors
ring count, isotropic, power -3/2: 1.9 std errors
isotropic count against power -2: 350 std errors
distance h = 200 mm, wafer radius b = 50 mm
aperture radius a = 5.0 mm
cell: T = 1530 K, p = 1.0e-03 Torr (rough)
gold film density = 19.3 g/cm3 (rough)
d(r)/d(0) at r = 0 mm: 1.0000
d(r)/d(0) at r = 10 mm: 0.9950
d(r)/d(0) at r = 20 mm: 0.9803
d(r)/d(0) at r = 30 mm: 0.9565
d(r)/d(0) at r = 40 mm: 0.9246
d(r)/d(0) at r = 50 mm: 0.8858
d(r)/d(0) at r = 100 mm: 0.6400
d(r)/d(0) at r = 200 mm: 0.2500
edge loss at r = b: 11.42 %
edge loss from 2 r^2/h^2: 12.50 %
mean thickness on wafer / centre: 0.9412
half-thickness radius: 128.7 mm
aperture flux Phi = 6.398e+16 atoms/(cm2 s)
emitted atoms N = 5.025e+16 1/s
gold consumption = 59.2 mg/h
film atom density = 5.900e+22 1/cm3
centre growth rate = 0.00678 nm/s
centre growth rate = 0.407 nm/min
time for 20 nm at centre: 49.2 min
thickness at edge then: 17.72 nm
fraction of metal on wafer: 5.88 %
h for 1 % edge loss: 704 mm
growth rate falls by factor 12.4
finite aperture, centre flux change: -0.0625 %
finite aperture, edge/centre change: 0.0140 %
tilt 2 deg, edge/centre: +-0.87 %
lip 0.5 mm, direct part at edge, parallel rays: 0.984
lip 0.5 mm, same, traced at real h: 0.986
recess 20.0 mm, direct part at edge, parallel rays: 0.391
recess 20.0 mm, same, traced at real h: 0.459
gold collision diameter = 0.30 nm (rough)
mean free path in cell = 396 mm
mean free path / aperture diameter = 40
collisions per atom in beam, about 0.63 %
residual gas (N2): 1e-06 Torr, 300 K (rough)
gold-N2 collision diameter = 0.35 nm (rough)
gold mean free path in residual gas = 52 m
scattered by residual gas: 0.38 %
mean gold speed in cell = 406 m/s
gravity, g h / v^2 = 1.2e-05
```
